# Do adiabatic energies determine a two-state diabatic matrix?

## Question

I have the energies of two electronic states on a grid of two vibrational coordinates. The states touch at one point, and the surfaces form a symmetric double cone there. I fitted a real symmetric $2\times2$ diabatic matrix to these energies, and the residual is at rounding level. A colleague fitted a matrix with no off-diagonal element at all, and her residual is just as small.

I had assumed that a perfect fit to both surfaces determines the matrix, so that I could put it into a vibronic calculation and trust the couplings. Are our matrices two descriptions of the same physics? If not, would a spectrum show the difference, and is it enough to insist on a smooth matrix?

## Answer

The matrices are not equivalent if each is used as a diabatic matrix. The energies leave one function of the geometry undetermined, and the vibronic spectrum depends on it. Smoothness removes part of the freedom, but not all of it.

### What the energies fix

Calling a matrix $W$ diabatic is a statement about the whole Hamiltonian,

$$H=T\,\mathbf 1+W(x,y),\qquad T=-\tfrac12\nabla^2 .$$

The kinetic energy has no matrix structure: derivative couplings between the basis states are absent or neglected. I use dimensionless coordinates $x=\rho\cos\varphi$, $y=\rho\sin\varphi$ for two modes of equal frequency, and measure energies in vibrational quanta $\hbar\omega$. There is no spin-orbit coupling, so $W$ can be real.

A real symmetric $2\times2$ matrix contains three functions. Write them as a mean energy $V$, a half-gap $g\ge0$ and an angle $\alpha$:

$$W=V\mathbf 1+gM(\alpha),\qquad M(\alpha)=\begin{pmatrix}\cos\alpha&\sin\alpha\\ \sin\alpha&-\cos\alpha\end{pmatrix}.$$

The diagonal elements of $M^2$ are $\cos^2\alpha+\sin^2\alpha=1$, and its off-diagonal elements cancel. Hence $M^2=\mathbf 1$. As $M$ has zero trace, its eigenvalues are $+1$ and $-1$, and those of $W$ are $V\pm g$. Two surfaces supply $V$ and $g$; they say nothing about $\alpha$.

For a double cone take

$$V=\tfrac12\rho^2,\qquad g=k\rho,\qquad \alpha=n\varphi+c\rho^2 ,$$

with three choices of the angle:

- **linear**, $n=1$, $c=0$: then $gM$ has the entries $kx$ and $ky$, the linear Jahn–Teller matrix;
- **diagonal**, $n=0$, $c=0$: the entries are $\pm k\rho$ and $0$, continuous but with a cusp at the origin;
- **twisted**, $n=1$, $c\neq0$: the entries are $k(x\cos c\rho^2-y\sin c\rho^2)$ and $k(y\cos c\rho^2+x\sin c\rho^2)$, smooth everywhere.

Let $k=2$ and $c=0.25$, round model values. At $x=1.2$, $y=1.6$ we have $\rho=2$, so $V=2$ and $g=4$. In the linear matrix $\cos\alpha=0.6$ and $\sin\alpha=0.8$, which gives $W_{11}=2+2.4=4.4$ and $W_{12}=3.2$. In the twisted one, $\alpha$ is larger by $c\rho^2=1$ radian.

| matrix | $W_{11}$ | $W_{12}$ | $W_{22}$ | eigenvalues |
|---|---:|---:|---:|---:|
| linear | 4.400 | 3.200 | −0.400 | −2, 6 |
| diagonal | 6.000 | 0 | −2.000 | −2, 6 |
| twisted | 0.604 | 3.748 | 3.396 | −2, 6 |

I generated both energies from $V\pm g$ at 144 points and fitted each form by least squares, with the curvature of $V$ and the coupling $k$ free and the angle function held fixed. All three fits return curvature 1 and coupling 2, with root-mean-square residuals near $10^{-15}$ quanta. The residual cannot rank them.

### The geometric sign, and what smoothness fixes

The eigenvectors for the upper and lower energies are

$$u=\begin{pmatrix}\cos(\alpha/2)\\ \sin(\alpha/2)\end{pmatrix},\qquad v=\begin{pmatrix}-\sin(\alpha/2)\\ \cos(\alpha/2)\end{pmatrix}.$$

For instance, the first component of $Mu$ is $\cos\alpha\cos(\alpha/2)+\sin\alpha\sin(\alpha/2)=\cos(\alpha/2)$. Differentiation gives $\nabla u=\tfrac12(\nabla\alpha)\,v$, so the derivative coupling is

$$v\cdot\nabla u=\tfrac12\nabla\alpha .$$

Around a circle about the origin $\alpha$ grows by $2\pi n$. The coupling integrates to $n\pi$, and both eigenvectors return multiplied by $(-1)^n$. This geometric sign is $-1$ for the linear and twisted matrices and $+1$ for the diagonal one.

Now suppose that the entries $a=g\cos\alpha$ and $b=g\sin\alpha$ are differentiable at the cone. Their linear parts are $a\simeq px+qy$ and $b\simeq rx+sy$. Since $a^2+b^2=k^2(x^2+y^2)$, comparison of coefficients gives

$$p^2+r^2=k^2,\qquad q^2+s^2=k^2,\qquad pq+rs=0 .$$

Therefore

$$(ps-qr)^2=(p^2+r^2)(q^2+s^2)-(pq+rs)^2=k^4 .$$

The linear map from $(x,y)$ to $(a,b)$ is $k$ times a rotation or a reflection. On a small circle $(a,b)$ thus winds once, in one sense or the other, because the remainder is small compared with $k\rho$. Either way the sign is $-1$. A larger circle has the same winding, since the gap closes nowhere else.

So your colleague's cusp matters: a differentiable two-state matrix with this cone cannot have the sign $+1$. But one may add to $\alpha$ any smooth function $\theta(x,y)$ and keep the energies, the smoothness and the sign. The twisted matrix is an example.

Symmetry narrows the choice further. If $y\to-y$ is a symmetry represented by $\mathrm{diag}(1,-1)$ on the electronic states, $W_{12}$ must be odd in $y$ and $W_{11}$ even. Then, up to a constant multiple of $\pi$, $\theta$ must be odd in $y$, which excludes $c\rho^2$. It still allows $\theta\propto3x^2y-y^3=\rho^3\sin3\varphi$, which is also unchanged by a threefold rotation.

### Why equal eigenvalues do not mean equal physics

At each geometry a rotation turns one matrix into another. The rotation must also act on the kinetic energy. Let

$$R=\cos\tfrac{\alpha}{2}\,\mathbf 1-\sin\tfrac{\alpha}{2}\,J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad J^2=-\mathbf 1 .$$

The columns of $R$ are $u$ and $v$. Since $\nabla R=-\tfrac12(\nabla\alpha)JR$ and $J$ commutes with $R$, a two-component function $f$ obeys

$$\nabla(Rf)=R\left(\nabla-\tfrac12J\nabla\alpha\right)f .$$

Applying the gradient again,

$$\nabla^2(Rf)=R\left[\nabla^2-J\nabla\alpha\cdot\nabla-\tfrac12J\nabla^2\alpha-\tfrac14|\nabla\alpha|^2\right]f ,$$

where the last sign comes from $J^2=-\mathbf 1$. Multiplication by $-\tfrac12R^{\mathsf T}$ gives

$$R^{\mathsf T}TR=T+\tfrac12J\nabla\alpha\cdot\nabla+\tfrac14J\nabla^2\alpha+\tfrac18|\nabla\alpha|^2 .$$

The terms with $J$ connect the two surfaces; the last term is a positive scalar potential on each. If $\alpha$ is changed by a constant, all gradients stay the same, and so does the spectrum. A position-dependent change generally alters it.

Suppose that the linear matrix is the true diabatic one. Passing to the twisted matrix is a rotation by $\delta/2$ with $\delta=c\rho^2$. The correct kinetic energy in the new basis follows from the formula with $\alpha$ replaced by $-\delta$. Using $\nabla\delta\cdot\nabla=2c\rho\,\partial_\rho$, $\nabla^2\delta=4c$ and $|\nabla\delta|^2=4c^2\rho^2$, it is

$$T-cJ\rho\,\partial_\rho-cJ+\tfrac12c^2\rho^2 .$$

With these terms the twisted matrix gives the linear model's spectrum, because the two Hamiltonians are unitarily equivalent. Without them it describes another molecule. For the diagonal matrix one would also need a changed boundary condition, since a rotation by $\varphi/2$ reverses sign after one circuit.

### The vibronic levels

The rotational symmetry of these models reduces the problem to one radius. Use the electronic vectors $e_\pm=(1,\pm i)^{\mathsf T}/\sqrt2$. Then

$$Me_-=\frac1{\sqrt2}\begin{pmatrix}\cos\alpha-i\sin\alpha\\ \sin\alpha+i\cos\alpha\end{pmatrix}=e^{-i\alpha}e_+,\qquad Me_+=e^{i\alpha}e_- .$$

The potential therefore changes the angular momentum by $n$ whenever it changes the electronic component. With

$$\Psi=F_+(\rho)e^{i(j-n/2)\varphi}e_++F_-(\rho)e^{i(j+n/2)\varphi}e_-$$

all angular factors match, and

$$\left[-\frac12\left(\frac{d^2}{d\rho^2}+\frac1\rho\frac d{d\rho}\right)+\frac{(j\mp n/2)^2}{2\rho^2}+\frac{\rho^2}{2}\right]F_\pm+k\rho\,e^{\mp ic\rho^2}F_\mp=EF_\pm .$$

The diabatic components must be single-valued, so $j-n/2$ is an integer: $j$ is half-integer for $n=1$ and integer for $n=0$. The Hamiltonian is real, so complex conjugation turns a state with $j$ into one with $-j$ at the same energy. For $n=1$ there is no $j=0$, and every level is at least doubly degenerate. This rests on the full rotational symmetry: a twist with only threefold symmetry, such as $\rho^3\sin3\varphi$, keeps the geometric sign but splits the pair with $j=\pm\tfrac32$. For $n=0$ a $j=0$ level can be single.

I solved these equations by expanding $F_\pm$ in 60 polynomials each on $0\le\rho\le k+7$ and diagonalizing the resulting matrix. The lowest levels for $k=2$, with degeneracies in brackets, are, in quanta:

| linear | diagonal | twisted |
|---:|---:|---:|
| −1.446 (2) | −1.552 (1) | −1.320 (2) |
| −1.160 (2) | −1.352 (2) | −1.007 (2) |
| −0.741 (2) | −0.979 (2) | −0.557 (2) |
| −0.364 (2) | −0.553 (1) | −0.230 (2) |

The first gap is 0.286 quanta for the linear matrix and 0.200 for the diagonal one. The ground level of the diagonal model lies 0.106 quanta below that of the linear model, and its degeneracy is one instead of two.

The twisted model has the right sign and degeneracies, yet its ground level is 0.126 quanta too high if the linear matrix is the true one. The scalar term explains the direction of this shift. The gradients of $\varphi$ and $c\rho^2$ are perpendicular, so the twist adds $c^2\rho^2/2$ to the potential on each surface. At $\rho=2$ this is $0.0625\times4/2=0.125$ quanta. The close agreement should not be taken as the accuracy of the estimate, which ignores the spread in $\rho$ and the terms with $J$.

### Strong coupling

For $c=0$ the origin of the different gaps can be made explicit. Let $f_{u,l}=(F_+\pm F_-)/\sqrt2$, and expand $(j\mp n/2)^2=j^2+n^2/4\mp jn$. Adding and subtracting the radial equations gives the potentials

$$\frac{j^2+n^2/4}{2\rho^2}+\frac{\rho^2}{2}\pm k\rho$$

for $f_u$ and $f_l$, with the coupling $-jn/(2\rho^2)$ between them. The winding number enters in three places: the allowed $j$, the scalar term $n^2/(8\rho^2)$, and the coupling of the surfaces.

The lower surface is $\tfrac12(\rho-k)^2-\tfrac12k^2$, a circular trough of radius $k$. Set $f_l=\rho^{-1/2}\chi$. Then

$$f_l'=\rho^{-1/2}\left(\chi'-\frac{\chi}{2\rho}\right),\qquad f_l''=\rho^{-1/2}\left(\chi''-\frac{\chi'}\rho+\frac{3\chi}{4\rho^2}\right),$$

and hence $f_l''+f_l'/\rho=\rho^{-1/2}[\chi''+\chi/(4\rho^2)]$. The kinetic energy supplies an extra $-1/(8\rho^2)$. For large $k$, at fixed $j$, the radial motion stays near $\rho=k$ and the upper surface is about $2k^2$ away, so to leading order in each term

$$E\simeq-\frac{k^2}{2}+\frac12+\frac{j^2+(n^2-1)/4}{2k^2}.$$

For $n=1$ the first gap is $(\tfrac94-\tfrac14)/(2k^2)=1/k^2$. For $n=0$ it is $(1-0)/(2k^2)=1/(2k^2)$, half as large.

The leading correction comes from the width of the radial state. With $\rho=k+\xi$, $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=\tfrac12$,

$$\left\langle\frac1{\rho^2}\right\rangle\simeq\frac1{k^2}\left(1+\frac{3\langle\xi^2\rangle}{k^2}\right)=\frac1{k^2}\left(1+\frac3{2k^2}\right).$$

At $k=8$ this predicts $k^2$ times the gap to be 1.023 and 0.512; the radial equations give 1.024 and 0.512. At $k=2$ the leading formula gives gaps of 0.25 and 0.125 quanta, against the computed 0.286 and 0.200. There the trough is only 2 quanta deep, and the formula serves for orientation.

### What absorption would show

Let the molecule start in a separate, nondegenerate electronic state, in the vibrational ground state $\chi_0=\pi^{-1/2}e^{-\rho^2/2}$ of the same oscillator. Assume constant transition dipoles to the two diabatic states, equal in size and perpendicular, and average over orientation. The spectrum is then the average of those from $\chi_0e_+$ and $\chi_0e_-$, which are equal by complex conjugation. From $\chi_0e_+$ light reaches the levels with $j=n/2$. I omit the constant electronic excitation energy.

The first lines, as energy in quanta and fraction of the total intensity, are:

| linear | diagonal | twisted |
|---|---|---|
| −1.45, 0.200 | −1.55, 0.226 | −1.32, 0.224 |
| −0.36, 0.244 | −0.55, 0.195 | −0.23, 0.251 |
| 0.78, 0.168 | 0.57, 0.061 | 0.92, 0.164 |
| 1.97, 0.119 | 1.83, 0.013 | 2.11, 0.113 |
| 3.10, 0.128 | 2.49, 0.458 | 3.21, 0.120 |

The diagonal model has one dominant line, at 2.49 quanta. Its surfaces are uncoupled, and $e_+$ has weight one half on each, so each surface receives half the intensity. The lowest line belongs to the lower surface. As $0.458+0.226$ exceeds one half, the dominant line must belong to the upper surface. In the linear model the coupling $-jn/(2\rho^2)$ mixes the surfaces, so no line belongs strictly to one of them.

Line broadening merges the lines, but unevenly. With Gaussian lines of full width 2 quanta the twisted and linear bands differ by at most about 5% of the peak height, whereas the diagonal band still differs from the linear one by more than half of it; at a width of 4 quanta that difference is about 12%. The moments show why broad bands become similar. Let $H_0=T+\rho^2/2$ and $D=k\rho M$. Since $H_0\chi_0=\chi_0$, the vertical energy is 1, and $(H-1)\chi_0e_+=D\chi_0e_+$. The moments about it are

$$\mu_1=\langle D\rangle=0,\qquad \mu_2=\langle D^2\rangle=k^2\langle\rho^2\rangle=k^2 .$$

The first vanishes because $Me_+$ is proportional to $e_-$; the second uses $\langle\rho^2\rangle=\int_0^\infty2\rho^3e^{-\rho^2}d\rho=1$. Neither depends on $\alpha$: the three bands have the same total intensity, centre and width.

The third moment is $\langle D(H_0-1)D\rangle+\langle D^3\rangle$. The last part vanishes, since $D^3=k^3\rho^3M$. For the first part put $w=De_+=k\rho e^{i\alpha}e_-$. The product rule gives

$$(H_0-1)(\chi_0w)=-\tfrac12\chi_0\nabla^2w-\nabla\chi_0\cdot\nabla w=-\frac1{2\chi_0}\nabla\cdot(\chi_0^2\nabla w).$$

Multiply by $\chi_0w^\dagger$ and integrate by parts. The boundary terms vanish at infinity and, for the cusp, on a shrinking circle about the origin. With $|\nabla\alpha|^2=n^2/\rho^2+4c^2\rho^2$,

$$\mu_3=\tfrac12\langle|\nabla w|^2\rangle=\tfrac12k^2\langle1+\rho^2|\nabla\alpha|^2\rangle=\tfrac12k^2(1+n^2+8c^2),$$

where $\langle\rho^4\rangle=2$. For $k=2$ this is 4 for the linear, 2 for the diagonal and $2(1+1+0.5)=5$ for the twisted matrix. The angle first enters the band shape through its asymmetry.

### What to add to your fit

You need information about $\alpha$ itself. Overlaps of the electronic wavefunctions at neighbouring geometries show how the adiabatic states rotate. So do computed derivative couplings: if two states suffice, they equal $\tfrac12\nabla\alpha$ up to an overall sign, which depends on the signs chosen for the adiabatic states. They therefore give $\alpha$ up to a constant and an overall sign. Reversing the sign of $\alpha$ only reverses that of $W_{12}$, so neither ambiguity changes the levels. An electronic property can also serve, if its matrix in the diabatic basis is real and is known to vary little compared with the difference between its two eigenvalues.

There is a limit to this repair. A gradient has no curl, whereas the computed coupling between two states of a larger electronic space may have one away from the cone. Then no choice of $\alpha$ removes the coupling completely, and the two-state diabatic matrix is an approximation whose remaining coupling must be shown to be small.

A fit to energies alone does succeed if you have independent grounds for restricting the traceless part of $W$ to linear entries. The determinant argument then leaves a constant rotation or reflection of the electronic basis, neither of which changes the levels. In that case the restriction on the form of $W$, and not the small residual, has supplied the missing angle.
